# Sparse sampling in the intermediate representation for the Migdal–Eliashberg equations, part 1

(Sections cited here and not found follow in the later parts.)

## Why the basis size is a logarithm

A solver of the Migdal–Eliashberg equations on the imaginary axis stores functions of the Matsubara energy $\varepsilon_n=(2n+1)\pi k_BT$ or of the imaginary time $\tau\in[0,\hbar\beta]$, with $\beta=1/k_BT$. Suppose that all excitations lie in a window $|E|\le E_{\max}$. Each excitation of energy $E>0$ contributes a decay $e^{-\tau E/\hbar}$. In the dimensionless variables

$$x=\frac{\tau}{\hbar\beta}\in[0,1],\qquad y=\beta E\in[-\Lambda,\Lambda],\qquad \Lambda=\beta E_{\max},$$

the decay is $e^{-xy}$. The number $L$ of functions needed to represent every superposition of such decays to a relative accuracy $\epsilon$ is a pure number, so it can depend only on $\Lambda$ and $\epsilon$. Temperature and bandwidth cannot enter separately.

The dependence on $\Lambda$ follows from a symmetry. The function $e^{-xy}$ is unchanged under $y\to 2y$, $x\to x/2$. The octave of energies $[2a,4a]$ is therefore a copy of the octave $[a,2a]$ seen on a time scale half as long, and telling its decays apart to accuracy $\epsilon$ takes the same number of functions. The symmetry is broken only at the two ends, at $y\sim1$ by the finite length of the time interval and at $y=\Lambda$ by the window. There are $\log_2\Lambda$ octaves between the ends, so the expected form is

$$L(\Lambda,\epsilon)\simeq A(\epsilon)\ln\Lambda+B(\epsilon).$$

The uniform Matsubara grid ignores this symmetry. Its points $\nu_n=\beta\varepsilon_n=(2n+1)\pi$ have spacing $2\pi$, so covering $|\nu|\le\Lambda$ alone takes $2\Lambda/2\pi=\Lambda/\pi$ points. The sparse-sampling option (the class `Sparse` in the numerical check) replaces that grid by $L$ frequencies and $L$ times. Its settings are the window `Lam` $=\Lambda$, the cutoff `eps` $=\epsilon$, the Gauss order used to build the basis, and the mixing parameter of the iteration.

## The equations that the option solves

The model is isotropic, with a constant density of states $N_F$ on $\xi\in[-W,W]$ at half filling, one Einstein phonon of angular frequency $\Omega$ and coupling matrix element $\gamma$ (an energy), and an instantaneous Coulomb repulsion $\mu$ that acts on the pairing amplitude over the whole band. Vertex corrections are dropped (Migdal approximation), which requires $\lambda\hbar\Omega\ll W$. In Nambu space, with Pauli matrices $\tau_i$, the self-energy is written $\Sigma_n=i\varepsilon_n(1-Z_n)+\phi_n\tau_1$ with real $Z_n$ and $\phi_n$. With the abbreviation $\sigma_n=\varepsilon_nZ_n$,

$$G_n^{-1}(\xi)=i\varepsilon_n-\xi\tau_3-\Sigma_n=i\sigma_n-M,\qquad M=\xi\tau_3+\phi_n\tau_1 .$$

Because $\tau_1$ and $\tau_3$ anticommute and square to one, $M^2=\xi^2+\phi_n^2$, so $(i\sigma-M)(i\sigma+M)=-(\sigma^2+\xi^2+\phi^2)$ and

$$G_n(\xi)=-\frac{i\sigma_n+\xi\tau_3+\phi_n\tau_1}{\xi^2+\Theta_n^2},\qquad \Theta_n^2=\sigma_n^2+\phi_n^2 .$$

In the integral over the band the $\tau_3$ term is odd in $\xi$ and vanishes, and $\int_{-W}^{W}d\xi/(\xi^2+\Theta^2)=(2/\Theta)\arctan(W/\Theta)\equiv c$. Hence

$$\int_{-W}^{W}G_n\,d\xi=g_n-f_n\tau_1,\qquad g_n=-i\sigma_nc_n,\qquad f_n=\phi_nc_n,$$

with $g_n$ and $f_n$ dimensionless. The program tests both components against quadrature of the inverted $2\times2$ matrix.

The one-phonon self-energy is $\Sigma_n=-k_BT\sum_mN_F\gamma^2D_{n-m}\,\tau_3\big(\int G_m\,d\xi\big)\tau_3$ with the free phonon propagator $D_k=-2\hbar\Omega/[(\hbar\Omega)^2+(2\pi kk_BT)^2]$. Defining $\lambda=2N_F\gamma^2/\hbar\Omega$ and $y_\Omega=\beta\hbar\Omega$ gives

$$-N_F\gamma^2D_k=\lambda_k=\frac{\lambda\,y_\Omega^2}{y_\Omega^2+4\pi^2k^2}.$$

Since $\tau_3\tau_1\tau_3=-\tau_1$, the matrix $\tau_3(g-f\tau_1)\tau_3$ equals $g+f\tau_1$. The repulsion enters the $\tau_1$ part with the opposite sign and no frequency dependence; its diagonal part is taken as already contained in the band. The two equations are

$$i\varepsilon_n(1-Z_n)=k_BT\sum_m\lambda_{n-m}\,g_m,\qquad \phi_n=k_BT\sum_m(\lambda_{n-m}-\mu)f_m,$$

with $m$ running over all integers, and the gap function is $\Delta_n=\phi_n/Z_n$. For $W\to\infty$ one has $c\to\pi/\Theta$ and the infinite-band equations result, but the $\mu$ sum then diverges logarithmically. With finite $W$ it converges, because $c_m\to2W/\varepsilon_m^2$ and $\phi_m\to\phi_\infty=-\mu k_BT\sum_mf_m$ at large $|m|$. The parameter $\mu$ here belongs to the full band and is not a pseudopotential rescaled to a cutoff. From here on, energies in formulas with $\nu_n$ are in units of $k_BT$, and $w=\beta W$.

## Spectral form and the basis

The transform pair for an antiperiodic function is $a_n=\int_0^1e^{i\nu_nx}a(x)\,dx$ and $a(x)=\sum_ne^{-i\nu_nx}a_n$. For a fermionic correlation function $a(\tau)=-\langle A(\tau)B\rangle$, inserting eigenstates of the Hamiltonian gives terms $-\mathcal Z^{-1}e^{-\beta E_i}e^{-xy}A_{ij}B_{ji}$ with $y=\beta(E_j-E_i)$ and $\mathcal Z$ the partition function. Writing $e^{-\beta E_i}=(e^{-\beta E_i}+e^{-\beta E_j})/(1+e^{-y})$ and collecting the weights into a spectral function $\rho(y)$ yields

$$a(x)=-\int K(x,y)\rho(y)\,dy,\qquad K(x,y)=\frac{e^{-xy}}{1+e^{-y}} .$$

The transform of the kernel uses $e^{i\nu_n}=-1$:

$$\int_0^1e^{i\nu_nx}K(x,y)\,dx=\frac{e^{i\nu_n}e^{-y}-1}{(i\nu_n-y)(1+e^{-y})}=-\frac{1}{i\nu_n-y},$$

so $a_n=\int\rho(y)\,dy/(i\nu_n-y)$. The functions $g$ and $f$ are band integrals of such correlation functions and have this form. Multiplying numerator and denominator of $K(1-x,-y)=e^{(1-x)y}/(1+e^{y})$ by $e^{-y}$ gives the reflection symmetry $K(1-x,-y)=K(x,y)$.

On the rectangle $[0,1]\times[-\Lambda,\Lambda]$ the kernel is bounded by one, so it is square integrable and has a singular value decomposition

$$K(x,y)=\sum_{l=0}^\infty s_l\,U_l(x)V_l(y),\qquad s_0\ge s_1\ge\dots,$$

with real orthonormal $U_l$ on $[0,1]$ and $V_l$ on $[-\Lambda,\Lambda]$. The $U_l$ are the intermediate-representation (IR) basis, and the option keeps $L(\Lambda,\epsilon)=\#\{l:s_l\ge\epsilon s_0\}$ of them. If $\rho$ vanishes outside the window, insertion gives

$$a(x)=\sum_la_lU_l(x),\qquad a_l=-s_l\int V_l\,\rho\,dy .$$

The numbers $\int V_l\rho\,dy$ are components of $\rho$ along orthonormal functions, so their squares sum to at most $\|\rho\|^2=\int\rho^2dy$. This gives $|a_l|\le s_l\|\rho\|$, and the discarded part has $L^2$ norm at most $s_L\|\rho\|<\epsilon s_0\|\rho\|$. The program tests the coefficient bound for the flat spectrum $\rho=1$ on $[-w,w]$, where $\|\rho\|=\sqrt{2w}$, for all $l$ with $s_l>10^{-6}s_0$. The bound says nothing for a delta peak, and it is equally void for the inverse-square-root peak at a sharp gap edge, whose square has a logarithmically divergent integral. For such a spectrum $|a_l|\le s_l\int|\rho||V_l|\,dy$ still holds, but no bound on $|V_l|$ is derived here; isolated poles and the superconducting solution are tested numerically instead.

Projecting the decomposition on $V_l$ gives $U_l(x)=s_l^{-1}\int K(x,y)V_l(y)\,dy$, and transforming the kernel gives the basis on the frequency axis,

$$\hat U_l(\nu_n)=-\frac1{s_l}\int\frac{V_l(y)}{i\nu_n-y}\,dy,\qquad a_n=\sum_la_l\hat U_l(\nu_n).$$

The reflection commutes with the kernel, so the $U_l$ can be chosen with $U_l(1-x)=\pm U_l(x)$. Substituting $x\to1-x$ in the transform gives $\hat U_l=\pm e^{i\nu_n}\hat U_l^*=\mp\hat U_l^*$: even functions have imaginary transforms and odd functions real ones. The imaginary $g_n$ uses the even functions and the real $f_n$ the odd ones, both with real coefficients.

## Upper bound on the basis size

The statement proved is the following. For $\Lambda>1$ let $m=\lceil\log_2\Lambda\rceil$, and let $p$ be the least positive integer with $2\cdot4^{-p}<\epsilon\sqrt2\tanh\tfrac12$. Then

$$L(\Lambda,\epsilon)<(2p+1)(m+1).$$

Since $p$ grows as $\log_4(1/\epsilon)$ and does not depend on $\Lambda$, the size is at most logarithmic in $\Lambda$ at fixed accuracy. The proof builds an explicit approximation of finite rank and then shows that the singular values must fall at least as fast as its error.

**Interpolation error.** Let $F(y)$ be interpolated at $p$ nodes $y_j$ by a polynomial $Q$ of degree below $p$, and let $\omega(y)=\prod_j(y-y_j)$. For a fixed point $y_*$ that is not a node, the function $F-Q-\kappa\,\omega$, with $\kappa$ chosen to make it vanish at $y_*$, has $p+1$ zeros. By Rolle's theorem applied $p$ times its $p$-th derivative vanishes at some $\zeta$ in the interval, and as $Q^{(p)}=0$ and $\omega^{(p)}=p!$ this gives $F(y_*)-Q(y_*)=F^{(p)}(\zeta)\,\omega(y_*)/p!$. The Chebyshev polynomial $T_p(\cos\theta)=\cos p\theta$ obeys $T_{p+1}=2tT_p-T_{p-1}$, so its leading coefficient is $2^{p-1}$, and $|T_p|\le1$ on $[-1,1]$. With nodes at its zeros, mapped to an interval of half-width $h$, $\omega=h^pT_p/2^{p-1}$ and $|\omega|\le2(h/2)^p$.

**One octave.** Divide $[0,\Lambda]$ at $0,1,2,4,\dots,2^{m-1},\Lambda$ into $m+1$ panels. On each panel interpolate $e^{-xy}$ in $y$ and keep the factor $1/(1+e^{-y})\le1$ exactly. The result $\sum_je^{-xy_j}\,\ell_j(y)/(1+e^{-y})$, with $\ell_j$ the Lagrange polynomials, is a sum of $p$ products of a function of $x$ and a function of $y$. On $[a,2a]$ one has $h=a/2$ and $|\partial_y^pe^{-xy}|=x^pe^{-xy}\le x^pe^{-xa}$, so the error of the kernel obeys

$$|E(x,y)|\le2\cdot4^{-p}\,\frac{(xa)^pe^{-xa}}{p!}.$$

The last panel $[2^{m-1},\Lambda]$ is no wider than an octave and obeys the same bound. Squaring, integrating over $y$ (a factor of at most $a$), substituting $u=xa$ and extending the $u$ integral to infinity gives

$$\iint E^2\le\frac{4\cdot16^{-p}}{(p!)^2}\int_0^\infty u^{2p}e^{-2u}du=\frac{4\cdot16^{-p}}{(p!)^2}\,\frac{(2p)!}{2^{2p+1}}=2\cdot16^{-p}\,\frac{1}{4^p}\binom{2p}{p}\le2\cdot16^{-p}.$$

The last step holds because $\binom{2p}{p}$ is one term of the sum $(1+1)^{2p}=4^p$. The scale $a$ has dropped out, which is the scaling symmetry of the opening in quantitative form. On the panel $[0,1]$, $h=\tfrac12$ and $|\partial_y^pe^{-xy}|\le x^p$, so $|E|\le2\cdot4^{-p}x^p/p!$ and $\iint E^2\le4\cdot16^{-p}/[(2p+1)(p!)^2]\le\tfrac43\,16^{-p}$, again below $2\cdot16^{-p}$. The reflection symmetry maps negative $y$ onto positive $y$ with the same error. The $2(m+1)$ panels together give an approximation $K_R$ of rank at most $R=2p(m+1)$ with

$$\|K-K_R\|^2\equiv\iint(K-K_R)^2\,dx\,dy\le4(m+1)\,16^{-p}.$$

The pointwise bound has a second use. Because $u^pe^{-u}/p!\le1$ (it is one term of $e^{u}e^{-u}$), replacing $K$ by $K_R$ changes $a(x)$ by at most $2\cdot4^{-p}\int|\rho|\,dy$ at every $x$. Compression to a logarithmic number of functions is thus possible for delta peaks and sharp gap edges too, although this argument refers to the exponentials $e^{-xy_j}$ and their reflections and not to the $U_l$.

**From the approximation to the singular values.** Let $P$ project orthogonally on the span of the $R$ functions of $y$ in $K_R$. Then $K_R(1-P)=0$, and a projection cannot increase the norm, so

$$\|K-K_R\|^2\ge\|K(1-P)\|^2=\sum_ls_l^2(1-t_l),\qquad t_l=\|PV_l\|^2 .$$

Each $t_l$ lies in $[0,1]$, and $\sum_lt_l\le R$ because each of the $R$ orthonormal vectors spanning the range of $P$ contributes at most one. Under these constraints $\sum s_l^2t_l$ is largest when the weight sits on the $R$ largest singular values. Hence $\sum_{l\ge R}s_l^2\le4(m+1)16^{-p}$, which is the Eckart–Young inequality. The $m+1$ terms $l=R,\dots,R+m$ are each at least $s_{R+m}^2$, so $(m+1)s_{R+m}^2\le4(m+1)16^{-p}$ and

$$s_{R+m}\le2\cdot4^{-p}.$$

Spending $m$ more functions has removed the factor $m+1$, which would otherwise have made $p$ depend on $\ln\ln\Lambda$.

**Lower bound on $s_0$.** The largest singular value is the maximum of $\iint uKv$ over normalised $u$ and $v$. Take $u=1$, and $v=1/\sqrt2$ on $[-1,1]$ and zero elsewhere. Then $\int_0^1K\,dx=(1-e^{-y})/[y(1+e^{-y})]=\tanh(y/2)/y$. This is even in $y$, and it decreases with $|y|$ because $\tanh$ is concave for positive argument and vanishes at zero, so it is at least $\tanh\tfrac12$ on $[-1,1]$. Therefore $s_0\ge2\tanh(\tfrac12)/\sqrt2=\sqrt2\tanh\tfrac12=0.6535$. With $p$ chosen as stated, $s_{R+m}<\epsilon s_0$, so only the indices $0,\dots,R+m-1$ can be kept, and $L\le R+m<(2p+1)(m+1)$.

The program builds $K_R$ at $\Lambda=10^3$ and asserts the per-panel bound, the total bound, the Eckart–Young inequality and the bound on $s_{R+m}$. For $p=2,3,5$ the measured norms $\|K-K_R\|$ are $6.01\times10^{-2}$, $9.27\times10^{-3}$ and $2.32\times10^{-4}$, against bounds $0.415$, $0.104$ and $6.48\times10^{-3}$.

The basis size has been proved to grow at most logarithmically with $\Lambda$ at fixed accuracy. The actual rate of growth, the numerical construction of the basis and sampling points, the iteration, and a worked example with advice on the settings remain.

Numerical values quoted here were computed with a short program.
